# DMT Pull-Off and the JKR Limit Through Tabor's Parameter: a numerical check

```python
# Result under test: the pull-off force of an adhesive elastic sphere on a flat
# is k*pi*R*w, with k -> 2 (DMT, stiff) and k -> 3/2 (JKR, soft).
# R: sphere radius; w: work of adhesion; z0: equilibrium gap; Es: contact modulus.
# Tabor parameter mu = (R*w^2/(Es^2*z0^3))^(1/3).
# Scaled variables: gap H=h/z0, radius x=r/sqrt(R*z0), traction s=sigma*z0/w.
# The scaled elastic coupling is m=mu^(3/2). Attraction is positive.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipe, ellipk, j0, j1, itj0y0

pi = np.pi


def traction(H):
    return 8 / 3 * (H**-3 - H**-9)


def traction_slope(H):
    return 8 / 3 * (-3 * H**-4 + 9 * H**-10)


def rigid_force(H):
    """Rigid-sphere pull divided by 2*pi*R*w."""
    return 4 / 3 * H**-2 - H**-8 / 3


# Rigid sphere: integrate the traction over the surface.
for H_test in (0.95, 1.0, 1.3, 2.0):
    direct = quad(lambda x: x * traction(H_test + x*x/2), 0, np.inf)[0]
    assert abs(direct - rigid_force(H_test)) < 1e-7
best = minimize_scalar(lambda H: -rigid_force(H), bounds=(0.8, 2),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x - 1) < 1e-5 and abs(-best.fun - 1) < 1e-9


class ElasticGrid:
    """Half-space response to rings of uniform traction."""

    def __init__(self, inner_count):
        inner = np.linspace(0, 4.5, inner_count + 1)
        self.edges = np.r_[inner, np.geomspace(4.5, 40, 61)[1:]]
        self.x = (self.edges[1:] + self.edges[:-1]) / 2
        self.weight = np.diff(self.edges**2) / 2
        b = self.edges[None, :]
        x = self.x[:, None]
        q = (np.minimum(b, x) / np.maximum(b, x))**2
        inside = 4 * b / pi * ellipe(q)
        outside = 4 * x / pi * (ellipe(q) - (1 - q) * ellipk(q))
        disks = np.where(x < b, inside, outside)
        self.kernel = np.diff(disks, axis=1)

    def force(self, H):
        return float(self.weight @ traction(H))

    def relax(self, m, H0, H):
        base = H0 + self.x**2 / 2
        for _ in range(80):
            residual = H - base + m * (self.kernel @ traction(H))
            jac = m * self.kernel * traction_slope(H)[None, :]
            jac.flat[::len(H) + 1] += 1
            step = np.linalg.solve(jac, -residual)
            size = np.max(np.abs(step))
            H = H + min(1.0, 0.2 / max(size, 1e-30)) * step
            if size < 1e-8:
                return H
        raise AssertionError("elastic gap equation did not converge")

    def pull_off(self, targets):
        """Largest pull/(pi*R*w), following the contact branch."""
        mu, H0 = 0.0, 1.0
        H = H0 + self.x**2 / 2
        values = []
        for target in targets:
            while mu < target:
                new = min(target, mu + np.clip(0.08 * mu, 0.01, 0.05))
                H0 += 0.5 * (new - mu)
                mu = new
                H = self.relax(mu**1.5, H0, H)
            m = mu**1.5
            d = 0.02 * (1 + mu)
            middle = self.force(H)
            H_next = self.relax(m, H0 + d, H)
            following = self.force(H_next)
            previous = middle
            if following < middle:
                previous = following
                d = -d
                H_next = self.relax(m, H0 + d, H)
                following = self.force(H_next)
            for _ in range(300):
                if following <= middle:
                    break
                previous, middle = middle, following
                H0, H = H0 + d, H_next
                H_next = self.relax(m, H0 + d, H)
                following = self.force(H_next)
            else:
                raise AssertionError("no force maximum was found")
            bend = following + previous - 2 * middle
            peak = middle - (following - previous)**2 / (8 * bend)
            values.append(2 * peak)
        return np.array(values)


grid = ElasticGrid(300)


# Hertz and flat-punch pressures must produce the required displacements.
def hertz_gap(x, a):
    return (a*np.sqrt(x*x-a*a) + (x*x-2*a*a)*np.arccos(a/x)) / pi


a_test = grid.edges[130]
room = np.maximum(a_test**2 - grid.edges**2, 0)
hertz_p = 2/(3*pi) * (room[:-1]**1.5 - room[1:]**1.5) / grid.weight
punch_p = (np.sqrt(room[:-1]) - np.sqrt(room[1:])) / (pi * grid.weight)
hertz_u = grid.kernel @ hertz_p
expected_u = a_test**2 - grid.x**2 / 2
outer = grid.x > a_test
expected_u[outer] += hertz_gap(grid.x[outer], a_test)
assert np.max(np.abs(hertz_u - expected_u)) < 0.003 * a_test**2
punch_u = grid.kernel @ punch_p
assert np.max(np.abs(punch_u[grid.x < 0.8*a_test] - 1)) < 0.01

# JKR from numerical derivatives of elastic energy, with Es=R=w=1.
nodes, weights = np.polynomial.legendre.leggauss(24)
theta = (nodes + 1) * pi / 4
theta_w = weights * pi / 4


def elastic_energy(a, delta):
    c, s = np.cos(theta), np.sin(theta)
    pressure = 2*a*c/pi + (delta-a*a)/(pi*a*c)
    return pi * np.sum(theta_w*a*a*s*c*pressure*(delta-a*a*s*s/2))


def jkr_load(a):
    e = 1e-4

    def balance(delta):
        change = elastic_energy(a+e, delta) - elastic_energy(a-e, delta)
        return change/(2*e) - 2*pi*a

    delta = brentq(balance, a*a - 10, a*a)
    return (elastic_energy(a, delta+e)-elastic_energy(a, delta-e))/(2*e)


jkr = minimize_scalar(jkr_load, bounds=(0.5, 3), method="bounded",
                      options={"xatol": 1e-7})
assert abs(-jkr.fun/pi - 1.5) < 1e-5
assert abs(jkr.x - (9*pi/8)**(1/3)) < 1e-3
for a in (0.8, 1.5, 2.2):
    assert abs(jkr_load(a) - (4*a**3/3-np.sqrt(8*pi*a**3))) < 1e-5

# First elastic correction by Hankel transforms, then by the nonlinear solver.
xg = np.linspace(0, 20, 4001)
kg = np.linspace(0, 30, 601)
s_rigid = traction(1 + xg**2/2)
kx = np.outer(kg, xg)
transform0 = simpson(s_rigid*xg*j0(kx), x=xg, axis=1)
transform1 = simpson(s_rigid*j1(kx), x=xg, axis=1)
c_elastic = 2 * simpson(kg*transform0*transform1, x=kg)
H_rigid = 1 + grid.x**2/2
tiny = 1e-4
H_tiny = grid.relax(tiny, 1.0, H_rigid)
c_solver = (grid.force(H_rigid) - grid.force(H_tiny)) / tiny
assert c_elastic > 0
assert abs(c_solver/c_elastic - 1) < 0.03

# Example inputs: rough values for particles in post-polish cleaning.
hamaker_eV, z0_nm = 0.05, 0.2
R_stiff_nm, R_soft_nm = 50.0, 1000.0
E_silica_GPa, nu_silica = 70.0, 0.17
E_pad_GPa, nu_pad = 0.1, 0.4
T, salt_mM, potential_mV, eps_r = 298.0, 10.0, 50.0, 78.5
A = hamaker_eV * const.e
z0 = z0_nm * 1e-9
R_stiff, R_soft = R_stiff_nm*1e-9, R_soft_nm*1e-9
w = A / (16*pi*z0**2)
far = 100 * z0
assert abs(w/z0*traction(far/z0) / (A/(6*pi*far**3)) - 1) < 1e-8
compliance = (1-nu_silica**2)/(E_silica_GPa*1e9)
Es_stiff = 1/(2*compliance)
Es_soft = 1/(compliance + (1-nu_pad**2)/(E_pad_GPa*1e9))


def tabor(R, Es):
    return (R*w*w/(Es*Es*z0**3))**(1/3)


mu_stiff, mu_soft = tabor(R_stiff, Es_stiff), tabor(R_soft, Es_soft)
mu_values = [mu_stiff, 0.1, 0.3, 1.0, 3.0, mu_soft]
k_values = grid.pull_off(mu_values)
k_coarse = ElasticGrid(200).pull_off(mu_values)
grid_change = np.max(np.abs(k_values-k_coarse))
assert grid_change < 0.01
assert np.all(np.diff(k_values[:5]) < 0)
assert 1.9 < k_values[0] < 2.0
assert abs(k_values[-1] - 1.5) < 0.08
k_first = 2*(1-c_elastic*mu_stiff**1.5)
assert abs(k_first-k_values[0]) < 0.01


# DMT at small finite contact: attraction outside a Hertz contact.
def hertz_attraction(a):
    return quad(lambda x: x*traction(1+hertz_gap(x, a)), a, 40,
                limit=200, points=[a+0.2, 2, 6])[0]


attraction_01, attraction_03 = hertz_attraction(0.1), hertz_attraction(0.3)
assert abs(attraction_01-1) < 0.005
net_01 = attraction_01 - 2*0.1**3/(3*pi*mu_stiff**1.5)
net_03 = attraction_03 - 2*0.3**3/(3*pi*mu_stiff**1.5)
assert net_03 < net_01 < 1

F_dmt, F_jkr_stiff = 2*pi*R_stiff*w, 1.5*pi*R_stiff*w
F_dmt_soft, F_jkr_soft = 2*pi*R_soft*w, 1.5*pi*R_soft*w
a_soft = (9*pi*w*R_soft**2/(8*Es_soft))**(1/3)
center_shift = mu_stiff**1.5*(grid.kernel@traction(H_rigid))[0]*z0
assert center_shift < 0.1*z0
peak_s = minimize_scalar(lambda H: -traction(H), bounds=(1, 2),
                         method="bounded")
assert abs(peak_s.x - 3**(1/6)) < 1e-4

# One rigid asperity holds the large sphere away from the flat.
asperity = 1e-9
rough = minimize_scalar(
    lambda H: -(asperity/R_stiff*rigid_force(H)
                + rigid_force(H+asperity/z0)),
    bounds=(0.8, 1.5), method="bounded")
rough_fraction = -rough.fun

# Constant-potential double-layer energy at contact, checked by integration.
kT = const.k*T
number = salt_mM*const.N_A
kappa = np.sqrt(2*number*const.e**2/(eps_r*const.epsilon_0*kT))
ys = const.e*potential_mV*1e-3/kT
W_double = 16*number*kT/kappa*(np.cosh(ys/2)-1)
gn, gw = np.polynomial.legendre.leggauss(100)
t, tw = (gn+1)/2, gw/2
W_numeric = 0.0
for v, vw in zip(t, tw):
    ym = ys*v*v
    span = (ys-ym)*t*t
    difference = 2*np.sinh(ym+span/2)*np.sinh(span/2)
    distance = 2/kappa*np.sum(tw*2*(ys-ym)*t/np.sqrt(2*difference))
    W_numeric += vw*2*ys*v*2*number*kT*np.sinh(ym)*distance
assert abs(W_numeric/W_double-1) < 0.005

# Thermal barrier under a dead load, for the rigid-sphere force curve.
well = F_dmt*z0*quad(rigid_force, 1, np.inf)[0]
assert abs(well/(F_dmt*z0)-9/7) < 1e-7


def barrier(load):
    left = brentq(lambda H: rigid_force(H)-load, 0.7, 1)
    right = brentq(lambda H: rigid_force(H)-load, 1, 20)
    return F_dmt*z0*quad(lambda H: rigid_force(H)-load, left, right)[0]


barrier_kT = 20.0
thermal_load = brentq(lambda f: barrier(f)-barrier_kT*kT, 0.01, 0.99)

# Finite sphere attraction: sum slices in the field of a half-space.
u_max = 2*R_stiff/z0
slice_sum = quad(lambda u: u*(1-u/u_max)/(1+u)**4, 0, u_max,
                 points=[1, 10, 50], limit=200)[0]
curvature_ratio = 6*slice_sum
assert abs(curvature_ratio-(2*R_stiff/(z0+2*R_stiff))**2) < 1e-6

# A periodic traction p gives displacement 2*p/(Es*q).
assert abs(itj0y0(1e4)[0]-1) < 0.02
wave_height, wave_length = 1e-9, 100e-9
wave_cost = 2*pi/wave_length*wave_height**2/8

print(f"Hamaker constant: {hamaker_eV:.3f} eV")
print(f"Equilibrium gap z0: {z0_nm:.2f} nm")
print(f"Work of adhesion w: {w*1e3:.3f} mJ/m2")
print(f"Peak adhesive traction: {-peak_s.fun*w/z0/1e6:.2f} MPa")
print(f"Silica modulus, Poisson ratio: {E_silica_GPa:.1f} GPa, {nu_silica}")
print(f"Pad modulus, Poisson ratio: {E_pad_GPa:.2f} GPa, {nu_pad}")
print(f"Silica sphere radius: {R_stiff_nm:.1f} nm")
print(f"Pad debris radius: {R_soft_nm:.1f} nm")
print(f"Contact modulus, silica pair: {Es_stiff/1e9:.3f} GPa")
print(f"Contact modulus, pad-silica: {Es_soft/1e9:.4f} GPa")
print(f"Tabor parameter, silica: {mu_stiff:.4f}")
print(f"Tabor parameter, pad: {mu_soft:.3f}")
print(f"JKR prefactor from energy: {-jkr.fun/pi:.5f}")
for mu, k in zip(mu_values, k_values):
    print(f"Solved prefactor k at mu={mu:.4f}: {k:.4f}")
print(f"Largest k change between grids: {grid_change:.5f}")
print(f"First elastic coefficient c: {c_elastic:.4f}")
print(f"Coefficient c from gap solver: {c_solver:.4f}")
print(f"First-order k for silica: {k_first:.4f}")
print(f"Hertz-gap attraction/(2piRw), a=0.1: {attraction_01:.5f}")
print(f"Hertz-gap attraction/(2piRw), a=0.3: {attraction_03:.5f}")
print(f"Silica net pull/(2piRw), a=0.1: {net_01:.5f}")
print(f"Silica net pull/(2piRw), a=0.3: {net_03:.5f}")
print(f"Silica DMT force: {F_dmt*1e9:.4f} nN")
print(f"Silica JKR formula, outside its regime: {F_jkr_stiff*1e9:.4f} nN")
print(f"Silica solved force: {k_values[0]*pi*R_stiff*w*1e9:.4f} nN")
print(f"Pad DMT formula, outside its regime: {F_dmt_soft*1e9:.3f} nN")
print(f"Pad JKR force: {F_jkr_soft*1e9:.3f} nN")
print(f"Pad solved force: {k_values[-1]*pi*R_soft*w*1e9:.3f} nN")
print(f"Pad JKR pull-off contact radius: {a_soft*1e9:.2f} nm")
print(f"Silica central elastic shift: {center_shift*1e12:.3f} pm")
print(f"Asperity height and radius: {asperity*1e9:.1f} nm")
print(f"Rough/smooth silica force: {rough_fraction:.4f}")
print(f"Temperature: {T:.1f} K")
print(f"Salt, surface potential: {salt_mM:.1f} mM, {potential_mV:.1f} mV")
print(f"Water relative permittivity: {eps_r:.1f}")
print(f"Screening length: {1e9/kappa:.3f} nm")
print(f"Double-layer energy: {W_double*1e3:.4f} mJ/m2")
print(f"Double-layer energy/w: {W_double/w:.4f}")
print(f"Silica zero-load well depth/kT: {well/kT:.2f}")
print(f"Dead load/DMT force at {barrier_kT:.0f} kT barrier: {thermal_load:.4f}")
print(f"Finite-sphere attraction ratio: {curvature_ratio:.5f}")
print(f"Waviness amplitude: {wave_height*1e9:.1f} nm")
print(f"Waviness wavelength: {wave_length*1e9:.1f} nm")
print(f"Silica conforming energy/w: {Es_stiff*wave_cost/w:.3f}")
print(f"Pad conforming energy/w: {Es_soft*wave_cost/w:.4f}")
print("all assertions hold")
```

Printed output:

```
Hamaker constant: 0.050 eV
Equilibrium gap z0: 0.20 nm
Work of adhesion w: 3.984 mJ/m2
Peak adhesive traction: 20.45 MPa
Silica modulus, Poisson ratio: 70.0 GPa, 0.17
Pad modulus, Poisson ratio: 0.10 GPa, 0.4
Silica sphere radius: 50.0 nm
Pad debris radius: 1000.0 nm
Contact modulus, silica pair: 36.042 GPa
Contact modulus, pad-silica: 0.1189 GPa
Tabor parameter, silica: 0.0424
Tabor parameter, pad: 5.198
JKR prefactor from energy: 1.50000
Solved prefactor k at mu=0.0424: 1.9910
Solved prefactor k at mu=0.1000: 1.9690
Solved prefactor k at mu=0.3000: 1.8702
Solved prefactor k at mu=1.0000: 1.6706
Solved prefactor k at mu=3.0000: 1.5510
Solved prefactor k at mu=5.1984: 1.5245
Largest k change between grids: 0.00223
First elastic coefficient c: 0.5161
Coefficient c from gap solver: 0.5193
First-order k for silica: 1.9910
Hertz-gap attraction/(2piRw), a=0.1: 1.00124
Hertz-gap attraction/(2piRw), a=0.3: 1.01836
Silica net pull/(2piRw), a=0.1: 0.97696
Silica net pull/(2piRw), a=0.3: 0.36277
Silica DMT force: 1.2517 nN
Silica JKR formula, outside its regime: 0.9388 nN
Silica solved force: 1.2461 nN
Pad DMT formula, outside its regime: 25.034 nN
Pad JKR force: 18.776 nN
Pad solved force: 19.082 nN
Pad JKR pull-off contact radius: 49.12 nm
Silica central elastic shift: 3.699 pm
Asperity height and radius: 1.0 nm
Rough/smooth silica force: 0.0572
Temperature: 298.0 K
Salt, surface potential: 10.0 mM, 50.0 mV
Water relative permittivity: 78.5
Screening length: 3.041 nm
Double-layer energy: 0.6179 mJ/m2
Double-layer energy/w: 0.1551
Silica zero-load well depth/kT: 78.23
Dead load/DMT force at 20 kT barrier: 0.3752
Finite-sphere attraction ratio: 0.99601
Waviness amplitude: 1.0 nm
Waviness wavelength: 100.0 nm
Silica conforming energy/w: 71.047
Pad conforming energy/w: 0.2343
all assertions hold
```
